Why conductivity cancels from the primary current distribution in plating

A platinum deposit on a rod mounted off-centre in a tubular anode is calculated to be 3.45 µm thick on the side nearest the anode and 2.30 µm on the far side, a ratio of 1.50. The electrolyte conductivity is 0.10 S/cm. With 0.20 S/cm and the same total current, the cell resistance falls from 0.113 to 0.057 Ω, yet both thicknesses stay where they were. If better conduction makes it easier for current to reach the far side, why does the far side gain nothing?

The short answer is that the near side gains just as much. Conductivity multiplies the conductance of every path through the bath by the same factor, so the division of current among the paths does not change. This holds for the primary distribution, the one set by the resistance of the electrolyte alone. Real electrodes add a resistance of their own, and conductivity then matters again.

**What the primary model assumes**

The electrolyte is in steady state, with one uniform, isotropic conductivity κ and no concentration gradients. Its walls are insulating. The potential φ in the electrolyte is constant along each electrode surface, which means that the reactions need no overpotential that varies with current. Algebra is in atomic units, where the elementary charge is 1; numbers are in plating units.

Ohm's law gives the current density vector j = −κ∇φ. In steady state no charge accumulates, so ∇·j = 0 and

∇·(κ∇φ) = 0.

Because κ is uniform, it comes outside the divergence and can be divided out:

∇²φ = 0.

Set φ = 0 at the cathode surface and φ = V at the anode surface, V being the ohmic voltage across the electrolyte. Write φ = Vu. The dimensionless potential u then obeys

∇²u = 0; u = 0 on the cathode; u = 1 on the anode; ∂u/∂n = 0 on insulators.

Neither κ nor V appears. To conclude that geometry fixes u, we must also know that there is just one solution. Suppose there were two, with difference w. Then w = 0 on both electrodes, ∂w/∂n = 0 on insulators, and ∇²w = 0 inside. Since ∇·(w∇w) = |∇w|² + w∇²w, integration over the electrolyte gives

∫|∇w|² dv = ∮ w (∂w/∂n) dA = 0.

The surface integral vanishes because one of its two factors is zero on every part of the boundary. Hence w is constant, and being zero on the electrodes it is zero everywhere.

**From potential to current, resistance and thickness**

Let n point from the cathode into the electrolyte, and count the cathode current density i as positive when current enters the metal. Then i = −n·j, so

i = κV ∂u/∂n.

Integrating over the cathode area A gives the total current:

I = κVΛ, with Λ = ∫(∂u/∂n) dA.

Λ is a length fixed by geometry. The resistance and the normalised distribution follow:

R = V/I = 1/(κΛ)

i/i_mean = κV(∂u/∂n)/(κVΛ/A) = A(∂u/∂n)/Λ.

Conductivity survives in the first and cancels from the second. Size cancels too. If every length grows by a factor L, the gradient falls as 1/L, A grows as L² and Λ grows as L, so the ratio keeps its value. Only the shape of the cell is left.

In a plating time t, the charge passed per unit area is the current density multiplied by the time, i × t. If a fraction ε of this charge deposits metal, z electrons are needed per atom, and each atom occupies volume v, the thickness is

h = ε i t v/z.

With ε uniform over the cathode, h/h_mean = i/i_mean. The deposit must also stay thin compared with the gap, so that it does not alter the geometry.

A uniform κ drops out of the equation for φ completely. More generally, let κ = κ₀g(x), where g is a fixed pattern. The factor κ₀ still divides out of ∇·(κ₀g∇φ) = 0, but g remains. Doubling the conductivity everywhere changes κ₀; doubling it in one region changes g. In the example worked below, doubling κ only on the near side of a plane through the rod axis, perpendicular to the line joining the two axes, raises the near/far ratio from 1.50 to about 3.0. That region is about a quarter of the bath.

**The off-centre rod, worked through**

The rod has radius a = 2 cm, the tube has inner radius b = 10 cm, and their axes are d = 4 cm apart. The cell is ℓ = 20 cm long between insulating end plates, so the field is the same in every cross-section. The near gap is b − d − a = 4 cm and the far gap is b + d − a = 12 cm.

Put the origin on the rod axis, with θ = 0 towards the near side. The tube axis is then at x = −d. Place two image points on the x axis, one at s inside the rod and one at q = a²/s outside the tube, and let r₁ and r₂ be the distances from them. Both ln r₁ and ln r₂ satisfy Laplace's equation in the electrolyte. On the rod,

r₁² = a² − 2as cosθ + s²

r₂² = a² − 2aq cosθ + q² = (a²/s²) r₁²,

so r₁/r₂ = s/a all round it. The same property holds on the tube if the distances of the two points from its axis multiply to b²:

(s + d)(q + d) = b².

Expanding and using sq = a² gives

s + q = (b² − a² − d²)/d = (100 − 4 − 16)/4 = 20 cm.

With sq = 4 cm², the smaller root is s = 0.202 cm. On the tube r₁/r₂ = (s + d)/b, again constant. The potential with the right electrode values is therefore

u = [ln(r₁/r₂) − ln(s/a)]/μ, with e^μ = a(s + d)/(bs).

To remove s from μ, use a² = sq in e^μ, and b² = (s + d)(q + d) in its inverse:

e^μ = (a² + qd)/(ab), e^(−μ) = (a² + sd)/(ab).

Half their sum is

cosh μ = [2a² + d(s + q)]/(2ab) = (a² + b² − d²)/(2ab) = 88/40 = 2.2,

so μ = 1.425.

The radial derivatives on the rod are

∂ln r₁/∂r = (a − s cosθ)/r₁²

∂ln r₂/∂r = (a − q cosθ)/r₂² = (s²/a − s cosθ)/r₁².

Subtracting them and dividing by μ gives

∂u/∂r = P(θ)/(μa), with P(θ) = (a² − s²)/(a² − 2as cosθ + s²).

The expansion P = 1 + 2Σ(s/a)^m cos(mθ), summed from m = 1, shows that P averages to 1 round the rod. Hence i/i_mean = P, and

Λ = 2πaℓ/(μa) = 2πℓ/μ = 88.2 cm

R = μ/(2πκℓ).

This gives 0.113 Ω at 0.10 S/cm and half as much at 0.20 S/cm.

At θ = 0, P = (a + s)/(a − s) = 1.225. At θ = π it is the inverse, 0.816. Squaring the first value gives the near/far ratio. Division of numerator and denominator by s then brings in the known sum s + q:

near/far = (s + q + 2a)/(s + q − 2a) = [b² − (a − d)²]/[b² − (a + d)²] = 96/64 = 1.50.

A numerical solution of the charge-conservation equation gives 1.4999 at both conductivities. With the offset raised to 6 cm it gives 2.332, against 2.333 from the formula. Moving the rod changes the ratio; changing uniform κ does not.

**Why three times the gap does not mean one third of the current**

Factorising the two differences of squares gives

near/far = [(b − a + d)/(b − a − d)] × [(a + b − d)/(a + b + d)].

The first factor is far gap over near gap, here 12/4 = 3. The second is 8/16 = 0.5. When the gap is narrow compared with the radii, d is small compared with a + b, the second factor approaches 1, and current density varies inversely with the local gap. In this wide cell the current does not run in separate straight channels across the gap, and the gap rule overestimates the ratio by a factor of two.

**Fixed current and fixed voltage**

The cathode area is 251 cm², so a mean current density of 20 mA/cm² requires 5.03 A. The calculation takes 600 s, z = 2, ε = 0.50 and 15.06 Å³ per platinum atom. The charge that deposits metal is 0.50 × 0.020 A/cm² × 600 s = 6.0 C/cm². Dividing by two elementary charges gives 1.87×10¹⁹ atoms/cm², and multiplying by the atomic volume gives a mean thickness of 2.82 µm, or about 28,200 Å. Multiplication by 1.225 and 0.816 gives the two values quoted at the start.

If the supply holds the current fixed, doubling κ halves the ohmic voltage from 0.570 to 0.285 V and leaves these thicknesses alone. If the ohmic voltage is held at 0.570 V instead, the mean current density doubles to 40 mA/cm². At the same efficiency and time, the near and far thicknesses become 6.91 and 4.60 µm. Both have doubled, and their ratio is still 1.50. A real supply controls the whole cell voltage, which includes the reaction overpotentials, so its current would not simply double.

**How electrode polarisation brings conductivity back**

An electrode reaction needs more driving potential where the current density is higher. In the Tafel regime, each increase of current by a factor e costs a potential β. With the cathode metal at a fixed potential, and a constant absorbed into the zero of φ, the electrolyte next to it has

φ = β ln(i/i_mean).

Next to the anode, φ = V − β ln(i_a/i_a,mean), where i_a is the anode current density. The same β is assumed for both electrodes. This penalty does not scale with 1/κ, so κ no longer cancels.

A small offset shows the effect explicitly. To first order in d,

φ = B ln(r/a) + (Cr + D/r) cosθ, with B = i_mean a/κ.

The cathode current is i = κ∂φ/∂r = i_mean(1 + m cosθ), where m = (Ca − D/a)/B. Define the Wagner number

W = β/B = κβ/(i_mean a).

Since ln(1 + m cosθ) ≈ m cosθ, the cathode condition is

Ca + D/a = W(Ca − D/a).

Hence D = −Ca²(1 − W)/(1 + W), and m = 2Ca/[B(1 + W)].

The tube surface lies at r ≈ b − d cosθ. There the cosθ part of the potential is −Bd/b + Cb + D/b, and the relative variation of the anode current is d/b + (Cb − D/b)/B. The anode condition becomes

−Bd/b + Cb + D/b = −W(Bd/b + Cb − D/b),

or, with like terms collected,

(1 + W)Cb + (1 − W)D/b = (1 − W)Bd/b.

Substituting D, solving for C and inserting it in m gives

m = 2(ad/b²)(1 − W)/[(1 + W)² − (a/b)²(1 − W)²].

To this order the near/far ratio is (1 + m)/(1 − m). For a thin rod and small W, the factor (1 − W)/(1 + W)² is about 1 − 3W. One part of this reduction comes from the cathode, through 1/(1 + W), and two parts from the anode, through (1 − W)/(1 + W). This is why even a modest Wagner number has a marked effect here, and it rests on the anode being as polarisable as the cathode. With polarisation at the cathode alone, the example's ratios at the two conductivities would be about 1.42 and 1.36.

At a temperature of 343 K and a transfer coefficient of 0.50, β = 59.1 mV. The values of W are 0.148 and 0.296 for the two conductivities. The first-order formula gives ratios of about 1.24 and 1.15, compared with 1.40 at W = 0. A numerical solution without the small-offset approximation gives 1.29 and 1.18, compared with the primary 1.50. The first-order values are low because d/b = 0.4 is not very small, but they show the same trend.

**How far the example is from a real bath**

The conductivity, current density, temperature, efficiency and kinetic values are rough figures for aqueous platinum plating, and baths differ widely. The primary assumption most clearly broken for these numbers is the absence of polarisation: including polarisation lowers the ratio from 1.50 to 1.29. Doubling κ at fixed current then does change relative thickness, to a ratio of 1.18. The primary result remains the limit W → 0, approached in large cells, at high current density or at low conductivity, provided depletion of metal ions does not take over.

The other neglected effects can be sized as follows.

Efficiency: hydrogen evolution takes part of the current, and its share may vary with i. If ε varied as i^(−0.2), an assumed dependence, thickness would vary as i^0.8 and the primary thickness ratio would be 1.38.

Mass transport: for 0.050 mol/L of platinum ions, a diffusivity of 2×10⁻⁵ cm²/s and a 30 µm diffusion layer, the limiting platinum current is 64 mA/cm², against a mean platinum current of 10 mA/cm². If the reaction rate is proportional to the ion concentration at the surface, and hydrogen evolution keeps a fixed share of the current, depletion adds 0.54 Ω cm² to a charge-transfer slope of 2.96 Ω cm². It is secondary here, but would grow as the limit is approached.

Non-uniform conductivity: a gas fraction of 5 % would lower local κ by about 7 %, if κ varies as the liquid fraction to the power 1.5. Joule heating at the near side, with no stirring or heat loss, would reach 0.9 K in 600 s and raise local κ by about 2 %, if κ rises by 2 % per kelvin.

Metal and deposit: for a solid rod of resistivity 5×10⁻⁵ Ω cm fed at one end, the potential drop along it is about 0.2 mV, far below the 570 mV across the bath. The near deposit is about 10⁻⁴ of the near gap, so the cell shape is effectively fixed.

**What to do about an uneven deposit**

Correct the geometry first. For a small offset with W = 0, the formula for m gives

near/far ≈ 1 + 2m = 1 + 4ad/(b² − a²).

For this rod and tube, keeping the difference below 5 % requires d below about 0.05 × 96/8 = 0.6 cm to this order; the exact ratio formula gives 0.58 cm. Polarisation at the small W considered here would relax that tolerance.

Raise conductivity if polarisation is significant, and hold the current fixed while doing so. In the first-order result, increasing W brings m down to zero at W = 1. Beyond that, with the same β at both electrodes, m turns slightly negative: the far side plates thicker, by at most about 5 % in this cell near W = 3, so further conductivity no longer helps until W is larger still. The benefit assumes that the added salt leaves β and the efficiency unchanged. If the current is raised in proportion to κ, W = κβ/(i_mean a) stays the same and, in this Tafel model, so does the distribution. In this example, most of the benefit is likewise lost when a supply at fixed voltage lets the current rise.

Lowering the current density also raises W, at the price of a longer plating time. In the example, halving i_mean at 0.10 S/cm gives the same W, and hence the same model ratio of 1.18, as doubling κ at 20 mA/cm². The time needed for a given mean thickness doubles if the efficiency stays the same.

A useful trial is to plate two rods at the same current, position and stirring, in baths of different conductivity, and compare their near/far thickness ratios. If kinetics and efficiency are otherwise unchanged, an unchanged ratio well above 1 is what primary control predicts, and the remedy is then to alter the cell shape. Control by the supply of metal ions can also leave the ratio unchanged, so first check that the thicknesses themselves, and not only their ratio, do not respond to stirring. A ratio that moves towards 1 as κ rises points to polarisation, either from the electrode reactions or from depletion of metal ions at the surface, and raising the conductivity then helps. The numerical output below gives the values for both cases.

Table of computed values

```
Rod radius, tube radius, offset: 2.0, 10.0, 4.0 cm
Rod length: 20.0 cm; cathode area: 251.3 cm2
Near gap, far gap: 4.0, 12.0 cm
Conductivities: 0.10, 0.20 S/cm
Mean current density: 20.0 mA/cm2
Total current: 5.027 A
Image distance s: 0.2020 cm; arccosh term: 1.4254
Geometric length Lambda: 88.16 cm
Resistance, formula: 0.1134, 0.0567 ohm
Resistance, elements: 0.1134, 0.0567 ohm
Ohmic voltage at fixed current: 0.570, 0.285 V
i/i_mean near, far (formula): 1.2247, 0.8165
Near/far ratio, formula: 1.5000
Near/far ratio, elements, both kappa: 1.4999, 1.4999
Offset 6.0 cm: near/far formula 2.3333, elements 2.3323
Kappa doubled in near half only: near/far 2.983
Pt lattice constant (rough): 3.92 angstrom
Volume per Pt atom: 15.06 angstrom^3
Electrons per atom: 2; efficiency (rough): 0.50
Plating time: 600 s
Mean thickness: 2.820 um = 28197 angstrom
Thickness near, far: 3.453, 2.302 um
Fixed ohmic voltage 0.570 V, kappa doubled: mean current 40.0 mA/cm2
  thickness near, far then: 6.907, 4.605 um
Neglected effects (rough inputs):
Temperature: 343 K; transfer coefficient: 0.50
Tafel beta, both electrodes: 59.1 mV per e-fold
Wa at both kappa: 0.148, 0.296
Near/far with polarisation, both kappa: 1.290, 1.176
Pt ion concentration: 0.050 mol/L; diffusivity: 2.0e-05 cm2/s
Diffusion layer: 30 um
Pt limiting, mean Pt current: 64.3, 10.0 mA/cm2
Charge-transfer, depletion slope: 2.96, 0.54 ohm cm2
Efficiency as i^-0.2: thickness near/far 1.383
Gas fraction 5 %: local kappa loss 7.4 %
Unstirred Joule heating at near side: 0.86 K
  local kappa rise at 2 %/K: 1.7 %
Drop along rod (resistivity 5e-05 ohm cm, one-end feed): 0.20 mV
Near thickness / near gap: 8.6e-05
```
